**Becke-Johnson potential: gas coefficient, asymptotic constant and hydrogen**

The program tests the potential v_BJ = v_S + C√(τ/ρ), where v_S is the Slater potential, ρ the density of one spin and τ = Σ|∇φ|² without a factor ½. It asserts that quadratures for the uniform gas reproduce C = √(5/12)/π. For a self-consistent hydrogen atom it asserts that the error of the exchange potential is C between 0.01 and 25 bohr, and that the eigenvalue is −½ + C hartree. For both spins of a central-field, exchange-only fluorine atom it compares the fitted limit of the correction with Cκ, where κ = C + √(C² − 2ε) and ε is the unshifted HOMO eigenvalue. It also compares the fitted 1/r coefficient with −Cβ, where β = (1 − κ)/(κ − C) for a neutral atom. Further assertions cover the exponential growth on a nodal plane and the non-constant correction for a Gaussian orbital. The output shows a constant of 0.2055 hartree for hydrogen, and 0.2400 and 0.2239 hartree for the majority and minority spins of fluorine.

## Program and output

```python
"""
Becke-Johnson exchange potential, Hartree atomic units, one spin channel:
    v_BJ = v_Slater + C*sqrt(tau/rho),  C = sqrt(5/12)/pi
rho = sum |phi|^2, tau = sum |grad phi|^2 (no factor 1/2).
Results under test:
  * C follows from the uniform electron gas;
  * away from HOMO nodal surfaces the correction tends to C*kappa, with
    kappa = C + sqrt(C^2 - 2*eps), eps < 0 the unshifted HOMO eigenvalue;
  * its next term is -C*beta/r, beta = (Q-kappa)/(kappa-C), Q = Z-N+1;
  * for the hydrogen ground state the error is the constant C everywhere.
Atoms are solved on a radial grid r = s^2 + b*s in a central field.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import spherical_jn
from sympy.physics.wigner import wigner_3j

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
C = np.sqrt(5.0 / 12.0) / np.pi

# ---------- uniform gas: everything from the one-spin density matrix ----------
distance = np.arange(1, 300001) * 0.005


def gas_slater(density):
    kf = (6 * np.pi**2 * density) ** (1 / 3)
    x = kf * distance
    hole = density * 9 * (spherical_jn(1, x) / x) ** 2
    return -trapezoid(hole * 4 * np.pi * distance, distance)


kf = 1.0
rho_gas = kf**3 / (6 * np.pi**2)
slater_gas = gas_slater(rho_gas)
step = 1e-3 * rho_gas
energy_plus = 0.5 * (rho_gas + step) * gas_slater(rho_gas + step)
energy_minus = 0.5 * (rho_gas - step) * gas_slater(rho_gas - step)
vx_gas = (energy_plus - energy_minus) / (2 * step)
mean_k2 = quad(lambda k: k**4, 0, kf)[0] / quad(lambda k: k**2, 0, kf)[0]
C_gas = (vx_gas - slater_gas) / np.sqrt(mean_k2)
assert abs(slater_gas + 3 * kf / (2 * np.pi)) < 1e-5
assert abs(vx_gas + kf / np.pi) < 1e-5
assert abs(C_gas - C) < 2e-5

# ---------- radial grid and kinetic energy matrix ----------
n_grid, s_max, b = 5000, 5.9, 0.2
h = s_max / (n_grid + 1)
s = h * np.arange(1, n_grid + 1)
r = s**2 + b * s
jac = 2 * s + b
jac_mid = 2 * h * (np.arange(n_grid + 1) + 0.5) + b
kinetic = 0.5 * (1 / jac_mid[:-1] + 1 / jac_mid[1:]) / (jac * h**2)
off = -0.5 / (jac_mid[1:-1] * h**2 * np.sqrt(jac[:-1] * jac[1:]))
off_list = off.tolist()


def solve_radial(potential, l, count):
    """Lowest states: (energy, P = r*R, dR/dr); tails by inward recurrence."""
    diag = kinetic + potential + l * (l + 1) / (2 * r**2)
    energies, vectors = eigh_tridiagonal(
        diag, off, select="i", select_range=(0, count - 1))
    states = []
    for energy, f in zip(energies, vectors.T):
        f = f.copy()
        join = np.nonzero(np.abs(f) > 1e-3 * np.abs(f).max())[0][-1]
        shifted = (energy - diag).tolist()
        tail = [0.0] * n_grid
        tail[-1] = 1e-150
        beyond = 0.0
        for i in range(n_grid - 1, join, -1):
            tail[i - 1] = (shifted[i] * tail[i] - beyond) / off_list[i - 1]
            beyond = off_list[i - 1] * tail[i]
        f[join:] = np.array(tail[join:]) * (f[join] / tail[join])
        f /= np.sqrt(np.sum(f**2) * h)
        P = f / np.sqrt(jac)
        R = P / r
        dR = np.gradient(R, h, edge_order=2) / jac
        # logarithmic derivative keeps relative accuracy in the tail
        log_slope = np.gradient(np.log(np.abs(R[join:])), h, edge_order=2)
        dR[join:] = R[join:] * log_slope / jac[join:]
        states.append((energy, P, dR))
    return states


def coulomb_multipole(product, k):
    """Integral of product(r') * r_<^k / r_>^(k+1) over r'."""
    weighted = product * jac * h
    inside = np.cumsum(weighted * r**k) / r ** (k + 1)
    outer = weighted / r ** (k + 1)
    outside = np.cumsum(outer[::-1])[::-1] - outer
    return inside + outside * r**k


def angular_weight(la, ms_a, lb, ms_b, k):
    """Sum of squared angular exchange integrals over occupied m values."""
    total = 0.0
    for ma in ms_a:
        for mb in ms_b:
            if abs(ma - mb) <= k:
                w = (wigner_3j(la, k, lb, 0, 0, 0)
                     * wigner_3j(la, k, lb, -ma, ma - mb, mb))
                total += (2 * la + 1) * (2 * lb + 1) * float(w) ** 2
    return total


weights = {}


def channel_potentials(orbitals):
    """Slater potential and BJ correction of one spin channel."""
    rho = np.zeros(n_grid)
    tau = np.zeros(n_grid)
    numerator = np.zeros(n_grid)
    for la, ms_a, _, Pa, dRa in orbitals:
        rho += len(ms_a) * (Pa / r) ** 2
        tau += len(ms_a) * (dRa**2 + la * (la + 1) * (Pa / r**2) ** 2)
        for lb, ms_b, _, Pb, _ in orbitals:
            for k in range(abs(la - lb), la + lb + 1, 2):
                key = (la, ms_a, lb, ms_b, k)
                if key not in weights:
                    weights[key] = angular_weight(*key)
                numerator += (weights[key] * Pa * Pb / r**2
                              * coulomb_multipole(Pa * Pb, k))
    return -numerator / rho, C * np.sqrt(tau / rho)


def solve_atom(Z, channels, iterations=75, mixing=0.4):
    """Self-consistent exchange-only BJ atom; channels hold (l, count, ms)."""
    guess = -(1.3 + (Z - 1.3) * np.exp(-2 * r)) / r
    potentials = [guess.copy() for _ in channels]
    previous = np.zeros(len(channels))
    for _ in range(iterations):
        all_orbitals = []
        for shells, potential in zip(channels, potentials):
            orbitals = []
            for l, count, ms in shells:
                for energy, P, dR in solve_radial(potential, l, count):
                    orbitals.append((l, ms, energy, P, dR))
            all_orbitals.append(orbitals)
        radial_density = sum(len(o[1]) * o[3] ** 2
                             for orbs in all_orbitals for o in orbs)
        hartree = coulomb_multipole(radial_density, 0)
        homo = np.array([max(o[2] for o in orbs) for orbs in all_orbitals])
        change = np.abs(homo - previous).max()
        previous = homo
        results = []
        for i, orbs in enumerate(all_orbitals):
            slater, correction = channel_potentials(orbs)
            new = -Z / r + hartree + slater + correction
            potentials[i] = (1 - mixing) * potentials[i] + mixing * new
            results.append((homo[i], slater, correction))
    assert change < 1e-6
    return results


def at(radius, values):
    return float(np.interp(radius, r, values))


# ---------- hydrogen: constant error at every radius ----------
eps_h, slater_h, corr_h = solve_atom(1, [[(0, 1, (0,))]])[0]
exact_vx = -(1 - (1 + r) * np.exp(-2 * r)) / r
region = (r > 0.01) & (r < 25)
error_h = slater_h + corr_h - exact_vx
spread_h = np.abs(error_h[region] - C).max()
assert spread_h < 5e-4
assert abs(eps_h - (-0.5 + C)) < 1e-4
kappa_h = C + np.sqrt(C**2 - 2 * eps_h)
assert abs(kappa_h - 1) < 2e-4

# ---------- fluorine: limit and 1/r term of each spin channel ----------
fluorine = solve_atom(9, [[(0, 2, (0,)), (1, 1, (-1, 0, 1))],
                          [(0, 2, (0,)), (1, 1, (-1, 1))]])
window = (r > 16) & (r < 28)
fluorine_rows = []
for eps, slater, corr in fluorine:
    assert eps < 0
    kappa = C + np.sqrt(C**2 - 2 * eps)
    beta = (1 - kappa) / (kappa - C)
    design = np.vander(1 / r[window], 4, increasing=True)
    fit = np.linalg.lstsq(design, corr[window], rcond=None)[0]
    assert abs(fit[0] - C * kappa) < 2e-4
    assert abs(fit[1] + C * beta) < 2e-3
    assert abs(20 * at(20, slater) + 1) < 0.01
    fluorine_rows.append((eps, kappa, beta, fit[0], fit[1], slater, corr))


# ---------- nodal plane and a non-hydrogenic one-electron orbital ----------
def correction_at(orbitals, point, d=1e-4):
    """BJ correction from central finite differences in three dimensions."""
    point = np.array(point, float)
    rho = sum(f(point) ** 2 for f in orbitals)
    tau = sum(((f(point + d * e) - f(point - d * e)) / (2 * d)) ** 2
              for f in orbitals for e in np.eye(3))
    return C * np.sqrt(tau / rho)


def orbital_1s(p):
    return np.exp(-np.linalg.norm(p)) / np.sqrt(np.pi)


def orbital_2pz(p):
    return p[2] * np.exp(-np.linalg.norm(p) / 2) / np.sqrt(32 * np.pi)


def gaussian(p):
    return np.exp(-np.dot(p, p) / 2)


plane = {}
for radius in (5, 10, 15):
    plane[radius] = correction_at([orbital_1s, orbital_2pz], (radius, 0, 0))
    predicted = C * np.sqrt(1 + np.exp(radius) / 32)
    assert abs(plane[radius] / predicted - 1) < 1e-5
axis_40 = correction_at([orbital_1s, orbital_2pz], (0, 0, 40))
assert abs(axis_40 - C * (0.5 - 1 / 40)) < 1e-5
gauss = [correction_at([gaussian], (x, 0, 0)) for x in (1, 2)]
assert np.allclose(gauss, [C, 2 * C], atol=1e-6)

# ---------- numbers for the text ----------
print(f"Gas: Fermi wave number = {kf:.1f} 1/bohr")
print(f"Gas: Slater potential = {slater_gas:.5f} hartree")
print(f"Gas: exchange potential = {vx_gas:.5f} hartree")
print(f"Gas: missing piece = {vx_gas - slater_gas:.5f} hartree")
print(f"Gas: tau/rho = {mean_k2:.4f} 1/bohr^2")
print(f"C from the gas quadratures = {C_gas:.5f} hartree bohr")
print(f"C from the closed formula = {C:.5f} hartree bohr")
print(f"H: constant error = {C:.4f} hartree = {C * HARTREE_EV:.3f} eV")
print(f"H: self-consistent BJ eigenvalue = {eps_h:.4f} hartree")
print(f"H: kappa from that eigenvalue = {kappa_h:.4f} 1/bohr")
print(f"H: largest deviation from constant = {spread_h:.1e} hartree")
for x in (0.5, 1, 2, 5, 10):
    print(f"H r={x} bohr: exact vx {at(x, exact_vx):.4f}, "
          f"BJ {at(x, slater_h + corr_h):.4f}, "
          f"error {at(x, error_h):.4f} hartree")
for name, row in zip(("majority", "minority"), fluorine_rows):
    eps, kappa, beta, limit, slope, slater, corr = row
    print(f"F {name}: raw HOMO eigenvalue = {eps:.4f} hartree")
    print(f"F {name}: kappa = {kappa:.4f} 1/bohr")
    print(f"F {name}: HOMO below limit = {-kappa**2 / 2:.4f} hartree")
    print(f"F {name}: predicted limit C*kappa = {C * kappa:.4f} hartree"
          f" = {C * kappa * HARTREE_EV:.3f} eV")
    print(f"F {name}: limit from computed tail = {limit:.4f} hartree")
    print(f"F {name}: beta = {beta:.4f} (no unit)")
    print(f"F {name}: predicted 1/r term = {-C * beta:.4f} hartree bohr")
    print(f"F {name}: 1/r term from tail = {slope:.4f} hartree bohr")
    print(f"F {name}: r*v_Slater at 20 bohr = "
          f"{20 * at(20, slater):.4f} hartree bohr")
    for x in (5, 10, 20):
        print(f"F {name}: correction at {x} bohr = {at(x, corr):.4f} hartree")
for radius, value in plane.items():
    print(f"1s+2pz, nodal plane, r={radius} bohr: {value:.4f} hartree")
print(f"1s+2pz, z axis, r=40 bohr: {axis_40:.4f} hartree")
print(f"1s+2pz, limit on z axis = {C / 2:.4f} hartree")
print(f"Gaussian orbital, correction at 1 bohr = {gauss[0]:.4f} hartree")
print(f"Gaussian orbital, correction at 2 bohr = {gauss[1]:.4f} hartree")
print("no test failed")
```

It prints:

```
Gas: Fermi wave number = 1.0 1/bohr
Gas: Slater potential = -0.47746 hartree
Gas: exchange potential = -0.31831 hartree
Gas: missing piece = 0.15915 hartree
Gas: tau/rho = 0.6000 1/bohr^2
C from the gas quadratures = 0.20547 hartree bohr
C from the closed formula = 0.20547 hartree bohr
H: constant error = 0.2055 hartree = 5.591 eV
H: self-consistent BJ eigenvalue = -0.2945 hartree
H: kappa from that eigenvalue = 1.0000 1/bohr
H: largest deviation from constant = 1.6e-06 hartree
H r=0.5 bohr: exact vx -0.8964, BJ -0.6909, error 0.2055 hartree
H r=1 bohr: exact vx -0.7293, BJ -0.5239, error 0.2055 hartree
H r=2 bohr: exact vx -0.4725, BJ -0.2671, error 0.2055 hartree
H r=5 bohr: exact vx -0.1999, BJ 0.0055, error 0.2055 hartree
H r=10 bohr: exact vx -0.1000, BJ 0.1055, error 0.2055 hartree
F majority: raw HOMO eigenvalue = -0.4423 hartree
F majority: kappa = 1.1682 1/bohr
F majority: HOMO below limit = -0.6824 hartree
F majority: predicted limit C*kappa = 0.2400 hartree = 6.532 eV
F majority: limit from computed tail = 0.2400 hartree
F majority: beta = -0.1747 (no unit)
F majority: predicted 1/r term = 0.0359 hartree bohr
F majority: 1/r term from tail = 0.0358 hartree bohr
F majority: r*v_Slater at 20 bohr = -1.0016 hartree bohr
F majority: correction at 5 bohr = 0.2635 hartree
F majority: correction at 10 bohr = 0.2478 hartree
F majority: correction at 20 bohr = 0.2429 hartree
F minority: raw HOMO eigenvalue = -0.3699 hartree
F minority: kappa = 1.0898 1/bohr
F minority: HOMO below limit = -0.5938 hartree
F minority: predicted limit C*kappa = 0.2239 hartree = 6.093 eV
F minority: limit from computed tail = 0.2239 hartree
F minority: beta = -0.1015 (no unit)
F minority: predicted 1/r term = 0.0209 hartree bohr
F minority: 1/r term from tail = 0.0202 hartree bohr
F minority: r*v_Slater at 20 bohr = -1.0012 hartree bohr
F minority: correction at 5 bohr = 0.2463 hartree
F minority: correction at 10 bohr = 0.2305 hartree
F minority: correction at 20 bohr = 0.2261 hartree
1s+2pz, nodal plane, r=5 bohr: 0.4879 hartree
1s+2pz, nodal plane, r=10 bohr: 5.3946 hartree
1s+2pz, nodal plane, r=15 bohr: 65.6720 hartree
1s+2pz, z axis, r=40 bohr: 0.0976 hartree
1s+2pz, limit on z axis = 0.1027 hartree
Gaussian orbital, correction at 1 bohr = 0.2055 hartree
Gaussian orbital, correction at 2 bohr = 0.4109 hartree
no test failed
```
